# Thermionic Emission from Graphene with an Energy-Independent Escape Rate: a numerical check

```python
# Thermionic escape from graphene over a barrier, energy-independent rate.
# Result under test (Boltzmann limit, barrier top B > 0 above Dirac point):
#   J0 = 2 e/(pi hbar^2 v^2 tau) * kT (B + kT) * exp(-(B - mu)/kT)
# v: Dirac velocity, tau: escape time, mu: chemical potential,
# all energies from the Dirac point. Working units: eV, nm, s.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

q = sc.e
k_B = sc.k / q                                   # eV/K
hbar = sc.hbar / q                               # eV s
hbar2_m0 = sc.hbar**2 / sc.m_e / q * 1e18        # eV nm^2
e2 = q / (4 * np.pi * sc.epsilon_0) * 1e9        # Gaussian e^2, eV nm

# example inputs
B, mu, T = 0.40, 0.10, 300.0
v = 1.0e15                                       # nm/s
tau = 10e-12                                     # s
thickness, bias = 50.0, 0.10                     # nm, V
eps, mass, valleys = 6.0, 0.5, 6                 # rough MoS2 values
a_lat = 0.246                                    # graphene lattice, nm
hv = hbar * v
kT = k_B * T
Phi = B - mu
dos_slope = 2 / (np.pi * hv**2)                  # D(E)/E, 1/(eV^2 nm^2)


def close(x, y, rel):
    assert abs(x - y) <= rel * abs(y), (x, y, rel)


def prefactor_density(b, kt):
    """Derived formula: electrons per nm^2, without the exponential."""
    return dos_slope * kt * (b + kt)


def fermi(x):
    return 1 / (np.exp(x) + 1)


def supply(b, m, kt):
    """Electrons per nm^2 above b, full Fermi function, by quadrature."""
    val = quad(lambda x: (b + kt * x) * np.exp(-x)
               / (1 + np.exp(-x - (b - m) / kt)), 0, 45,
               epsabs=0, epsrel=1e-12, limit=200)[0]
    return dos_slope * kt * val * np.exp(-(b - m) / kt)


# 1. Direct sum over a k grid: no density of states is used
def cone_sum(b, kt, n=2400):
    dk = (b + 25 * kt) / hv / n
    k = (np.arange(n) + 0.5) * dk
    energy = hv * np.sqrt(k[:, None]**2 + k[None, :]**2)
    above = energy[energy >= b]
    total = 4 * np.exp(-(above - b) / kt).sum()  # four quadrants
    return 4 * total * dk**2 / (4 * np.pi**2)    # spin and valley


grid_error = 0.0
for b_test, t_test in ((B, T), (0.02, 300.0), (0.15, 450.0)):
    kt = k_B * t_test
    ratio = cone_sum(b_test, kt) / prefactor_density(b_test, kt)
    grid_error = max(grid_error, abs(ratio - 1))
assert grid_error < 3e-3     # lattice-point noise at the sharp edge E = b

# 2. Fermi statistics: leading deficit and bound
for b_test, eta in ((0.4, 5.0), (0.03, 5.0), (0.4, 3.0)):
    full = supply(b_test, b_test - eta * kT, kT)
    deficit = 1 - full / (prefactor_density(b_test, kT) * np.exp(-eta))
    lead = np.exp(-eta) * (b_test / 2 + kT / 4) / (b_test + kT)
    close(deficit, lead, np.exp(-eta))           # next order is smaller
    assert 0 < deficit < np.exp(-eta) / 2
boltz = prefactor_density(B, kT) * np.exp(-Phi / kT)
fermi_deficit = 1 - supply(B, mu, kT) / boltz

# 3. Net current with blocking factors kept
for drop in (0.01, 0.05, -0.03):
    def net_rate(x):
        fg = fermi(x + Phi / kT)
        fs = fermi(x + (Phi + drop) / kT)
        return (B + kT * x) * (fg * (1 - fs) - fs * (1 - fg))
    net = dos_slope * kT * quad(net_rate, 0, 45, epsabs=0,
                                epsrel=1e-10, limit=200)[0]
    close(net, boltz * (1 - np.exp(-drop / kT)), 1e-4)


# 4. Arrhenius slopes at fixed mu, by finite differences
def slope(func, t, rel=1e-3):
    """-d ln(func)/d(1/kT) in eV."""
    beta = 1 / (k_B * t)
    up, dn = beta * (1 + rel), beta * (1 - rel)
    return -(np.log(func(1 / (k_B * up))) - np.log(func(1 / (k_B * dn)))
             ) / (up - dn)


app_T1 = Phi + kT**2 / (B + kT)
app_T2 = Phi - kT * B / (B + kT)
close(slope(lambda t: supply(B, mu, k_B * t) / t, T), app_T1, 1e-4)
close(slope(lambda t: supply(B, mu, k_B * t) / t**2, T), app_T2, 1e-4)
power = 1 + kT / (B + kT)
h = 1e-3
power_num = np.log(cone_sum(B, kT * 1.2) / cone_sum(B, kT / 1.2)
                   ) / np.log(1.44)
assert abs(power_num - power) < 0.01


# 5. Chemical potential at fixed net charge
def G(u):
    top = abs(u) + 45
    return quad(lambda x: x * (fermi(x - u) - fermi(x + u)), 0, top,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def net_density(m, kt):
    return dos_slope * kt**2 * G(m / kt)


def mu_of(n, t):
    return brentq(lambda m: net_density(m, k_B * t) - n, -0.5, 0.8,
                  xtol=1e-13)


n0 = net_density(mu, kT)
u0 = mu / kT
T_dmu_dT = mu - 2 * kT * G(u0) / (2 * np.log(2 * np.cosh(u0 / 2)))
num = (mu_of(n0, T * (1 + h)) - mu_of(n0, T * (1 - h))) / (2 * h)
close(num, T_dmu_dT, 1e-3)
app_charge = app_T1 + T_dmu_dT
close(slope(lambda t: supply(B, mu_of(n0, t), k_B * t) / t, T),
      app_charge, 1e-4)

# 6. Where the statement changes: B below Dirac point, rate ~ (E-B)^p
b = 0.08
whole = (quad(lambda E: -E * np.exp(-E / kT), -b, 0)[0]
         + quad(lambda E: E * np.exp(-E / kT), 0, 45 * kT)[0])
close(whole, kT * (b - kT) * np.exp(b / kT) + 2 * kT**2, 1e-7)
for p in (0.5, 1.0, 2.0):
    val = kT**(p + 1) * quad(lambda x: x**p * (B + kT * x) * np.exp(-x),
                            0, 60, limit=200)[0]
    close(val, gamma(p + 1) * kT**(p + 1) * (B + (p + 1) * kT), 1e-6)

# 7. Lattice bands: nearest-neighbour hopping with the same velocity
hop = 2 * hv / (np.sqrt(3) * a_lat)


def lattice_density(b, kt, n_angle=48):
    """Polar k integral about a zone corner, exponential at b removed."""
    nodes, weights = np.polynomial.legendre.leggauss(80)
    total = 0.0
    for th in 2 * np.pi * (np.arange(n_angle) + 0.5) / n_angle:
        def band(k):
            kx = 4 * np.pi / (3 * a_lat) + k * np.cos(th)
            ky = k * np.sin(th)
            p1 = a_lat * (kx / 2 + np.sqrt(3) * ky / 2)
            p2 = a_lat * (-kx / 2 + np.sqrt(3) * ky / 2)
            return hop * np.abs(1 + np.exp(1j * p1) + np.exp(1j * p2))
        k_edge = brentq(lambda k: band(k) - b, 0, 2 * b / hv, xtol=1e-14)
        span = 25 * kt / hv
        k = k_edge + span * (nodes + 1) / 2
        total += span / 2 * np.sum(weights * k * np.exp(-(band(k) - b) / kt))
    return 4 * total * (2 * np.pi / n_angle) / (4 * np.pi**2)


close(lattice_density(0.02, k_B * 30), prefactor_density(0.02, k_B * 30),
      1e-3)
lattice_ratio = lattice_density(B, kT) / prefactor_density(B, kT)

# 8. Image lowering and tunnelling in the field of the example
eF = bias / thickness                            # eV/nm
lowering = np.sqrt(e2 * eF / eps)
x_top = np.sqrt(e2 / (4 * eps * eF))
res = minimize_scalar(lambda x: e2 / (4 * eps * x) + eF * x,
                      bounds=(0.1, 50), method="bounded",
                      options={"xatol": 1e-8})
close(res.fun, lowering, 1e-8)
close(res.x, x_top, 1e-4)
image_factor = supply(B - lowering, mu, kT) / supply(B, mu, kT)
kappa = np.sqrt(2 * mass / hbar2_m0)             # 1/(nm sqrt(eV))


def wkb(depth):
    return 4 * kappa * depth**1.5 / (3 * eF)


action = 2 * quad(lambda x: kappa * np.sqrt(max(0.05 - eF * x, 0)),
                  0, 0.05 / eF)[0]
close(action, wkb(0.05), 1e-6)
tunnel = dos_slope * quad(
    lambda d: (B - d) * fermi((B - d - mu) / kT) * np.exp(-wkb(d)),
    0, B, points=[0.01, 0.03, 0.1], epsabs=0, epsrel=1e-8, limit=300)[0]
tunnel_ratio = tunnel / supply(B, mu, kT)

# 9. Charge on graphene that ends the field: eps F = 4 pi e dn
dn = eps * eF / (4 * np.pi * e2)
mu_charged = brentq(lambda m: net_density(m, kT) - n0 - dn, 0, 0.5)
charge_factor = supply(B, mu_charged, kT) / supply(B, mu, kT)

# 10. Drift bottleneck in the semiconductor
N_c = 2 * valleys * (mass * kT / (2 * np.pi * hbar2_m0))**1.5
k_th = np.sqrt(2 * mass * kT / hbar2_m0)
N_num = 2 * valleys * k_th**3 / (2 * np.pi**2) * quad(
    lambda s: s**2 * np.exp(-s**2), 0, 10)[0]
close(N_num, N_c, 1e-7)
n_pre = prefactor_density(B, kT)
v_emit = n_pre / tau / N_c * 1e-7                # cm/s
peclet = bias / kT
field_cm = eF * 1e7                              # V/cm
mob_half = v_emit * (1 - np.exp(-peclet)) / field_cm
for w in (0.3, 2.5, 20.0):   # emission velocity in units of diffusion/length
    def end_density(j):
        sol = solve_ivp(lambda x, n: peclet * n - j, (0, 1), [1 - j / w],
                        rtol=1e-10, atol=1e-12)
        return sol.y[0, -1]
    n_a, n_b = end_density(0.0), end_density(1.0)
    flux = n_a / (n_a - n_b)                     # linear in j
    close(flux, w / (1 + w * (1 - np.exp(-peclet)) / peclet), 1e-6)

# results
to_A = q / tau * 1e14                            # nm^-2 -> A/cm^2
J_pre = n_pre * to_A
J0 = boltz * to_A
mu_400 = mu_of(n0, 400.0)
J_400 = supply(B, mu_400, k_B * 400) * to_A


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("barrier above Dirac point B", B, "eV")
show("chemical potential mu", mu, "eV")
show("barrier Phi = B - mu", Phi, "eV")
show("temperature", T, "K")
show("kT", kT, "eV", ".5f")
show("Dirac velocity", v * 1e-7, "cm/s", ".2e")
show("hbar v", hv, "eV nm")
show("escape time", tau * 1e12, "ps")
show("D(E)/E", dos_slope, "1/(eV^2 nm^2)")
show("kT(B+kT)", kT * (B + kT), "eV^2")
show("share of kT term in B+kT", 100 * kT / (B + kT), "%", ".2f")
show("prefactor density", n_pre * 1e14, "1/cm^2")
show("exp(-Phi/kT)", np.exp(-Phi / kT))
show("current prefactor", J_pre, "A/cm^2")
show("current J0", J0, "A/cm^2")
show("current J0", J0 * 1e4, "A/m^2")
show("k-grid sum, largest relative error", grid_error, "", ".1e")
show("local power of T in prefactor", power, "", ".3f")
show("apparent barrier, ln(J/T), fixed mu", app_T1, "eV", ".4f")
show("apparent barrier, ln(J/T^2), fixed mu", app_T2, "eV", ".4f")
show("T dmu/dT at fixed charge", T_dmu_dT, "eV", ".4f")
show("apparent barrier, ln(J/T), fixed charge", app_charge, "eV", ".4f")
show("net electron density of graphene", n0 * 1e14, "1/cm^2")
show("mu at 400 K, fixed charge", mu_400, "eV", ".4f")
show("current at 400 K, fixed charge", J_400, "A/cm^2")
show("Fermi-statistics deficit", fermi_deficit, "", ".2e")
show("graphene lattice constant", a_lat, "nm")
show("hopping energy", hop, "eV")
show("lattice bands / linear cone", lattice_ratio, "", ".4f")
show("MoS2 thickness", thickness, "nm")
show("voltage across MoS2", bias, "V")
show("field", field_cm * 1e-6, "MV/cm")
show("dielectric constant", eps)
show("mass / free electron mass", mass)
show("conduction valleys", valleys)
show("image lowering", lowering, "eV", ".4f")
show("distance of barrier top", x_top, "nm", ".2f")
show("current factor, image lowering", image_factor, "", ".3f")
show("tunnelling / over-barrier current", tunnel_ratio, "", ".3f")
show("charge that ends the field", dn * 1e14, "1/cm^2")
show("shift of mu by that charge", mu_charged - mu, "eV", ".4f")
show("current factor, charge shift", charge_factor, "", ".3f")
show("MoS2 effective band density", N_c * 1e21, "1/cm^3")
show("emission velocity", v_emit, "cm/s")
show("mobility that halves the current", mob_half, "cm^2/(V s)", ".3g")
print("PASS")
```

It prints:

```
barrier above Dirac point B: 0.4 eV
chemical potential mu: 0.1 eV
barrier Phi = B - mu: 0.3 eV
temperature: 300 K
kT: 0.02585 eV
Dirac velocity: 1.00e+08 cm/s
hbar v: 0.6582 eV nm
escape time: 10 ps
D(E)/E: 1.469 1/(eV^2 nm^2)
kT(B+kT): 0.01101 eV^2
share of kT term in B+kT: 6.07 %
prefactor density: 1.618e+12 1/cm^2
exp(-Phi/kT): 9.125e-06
current prefactor: 2.592e+04 A/cm^2
current J0: 0.2365 A/cm^2
current J0: 2365 A/m^2
k-grid sum, largest relative error: 9.9e-05
local power of T in prefactor: 1.061
apparent barrier, ln(J/T), fixed mu: 0.3016 eV
apparent barrier, ln(J/T^2), fixed mu: 0.2757 eV
T dmu/dT at fixed charge: -0.0201 eV
apparent barrier, ln(J/T), fixed charge: 0.2814 eV
net electron density of graphene: 8.922e+11 1/cm^2
mu at 400 K, fixed charge: 0.0925 eV
current at 400 K, fixed charge: 4.707 A/cm^2
Fermi-statistics deficit: 4.42e-06
graphene lattice constant: 0.246 nm
hopping energy: 3.09 eV
lattice bands / linear cone: 1.0065
MoS2 thickness: 50 nm
voltage across MoS2: 0.1 V
field: 0.02 MV/cm
dielectric constant: 6
mass / free electron mass: 0.5
conduction valleys: 6
image lowering: 0.0219 eV
distance of barrier top: 5.48 nm
current factor, image lowering: 2.214
tunnelling / over-barrier current: 0.209
charge that ends the field: 6.632e+10 1/cm^2
shift of mu by that charge: 0.0044 eV
current factor, charge shift: 1.184
MoS2 effective band density: 5.323e+19 1/cm^3
emission velocity: 3039 cm/s
mobility that halves the current: 0.149 cm^2/(V s)
PASS
```
